\section*{Reduced one-bond couplings of the group-14 hydrides and valence s densities}

\section{Problem}

The one-bond couplings between X and hydrogen in four tetrahedral hydrides are given below, with the spin $I$ and the magnetic moment $\mu$ of the nucleus X in nuclear magnetons $\mu_N$. The proton has $\gamma_H=26.7522\times10^{7}$ rad\,s$^{-1}$T$^{-1}$.

\begin{center}
\begin{tabular}{lrrr}
X & $J$ (Hz) & $I$ & $\mu/\mu_N$\\
$^{13}$C & $125$ & $1/2$ & $0.70241$\\
$^{29}$Si & $-202$ & $1/2$ & $-0.55529$\\
$^{73}$Ge & $-98$ & $9/2$ & $-0.87947$\\
$^{119}$Sn & $-1930$ & $1/2$ & $-1.04728$
\end{tabular}
\end{center}

The second table describes the valence $s$ orbital ($2s$, $3s$, $4s$, $5s$) of the free atom X. $D^{\rm nr}$ is its nonrelativistic density at the nucleus, $|\psi_{ns}(0)|^2$. $D$ is the relativistic contact strength that takes the place of this density; its definition is the subject of part (c).

\begin{center}
\begin{tabular}{lrr}
X & $D^{\rm nr}$ ($a_0^{-3}$) & $D$ ($a_0^{-3}$)\\
C & 3.08 & 3.09\\
Si & 4.68 & 4.79\\
Ge & 11.95 & 13.64\\
Sn & 15.61 & 22.00
\end{tabular}
\end{center}

These are calculated model values. Each atom has the configuration $s^2p^2$ outside closed shells, with the $p$ electrons spread evenly over directions. Its orbitals move in the self-consistent potential $-Z/r+V_{\rm Hartree}-(3\rho/\pi)^{1/3}$ (atomic units, electron density $\rho$), which is exchange-only LDA with a point nucleus. The orbitals were expanded in a finite Gaussian basis, which slightly underestimates the values for the heavy atoms: the basis-set limits of this model are $D^{\rm nr}=11.96$ and $D=13.65$ for Ge, and $D^{\rm nr}=15.64$ and $D=22.09$ for Sn (0.4\% above the table). The tabulated values are used below; the limits would change $D_{\rm Sn}/D_{\rm C}$ from 7.11 to 7.14 and the quotient for Sn in part (d) from 1.46 to 1.45.

(a) Define a reduced coupling $K$ free of the nuclear moments, and convert the four values of $J$.

(b) Derive how the Fermi contact part of $K$ depends on the $s$ density at X, for a two-electron bond with independent electrons.

(c) Find the quantity that replaces $|\psi(0)|^2$ for a Dirac $s$ orbital.

(d) Compare the growth of $K$ from C to Sn with that of the densities, and express what is left over as an effective excitation energy.

\section{Solution}

\subsection*{(a) Reduced couplings}

The coupling energy is $hJ\,\mathbf I_X\cdot\mathbf I_H$ with dimensionless spins. The nuclear moments are $\mathbf m=\hbar\gamma\mathbf I$. Writing the same energy as $K\,\mathbf m_X\cdot\mathbf m_H$ gives
\begin{equation}
hJ=\hbar^2\gamma_X\gamma_H K .
\end{equation}
Since $\hbar^2=h^2/4\pi^2$,
\begin{equation}
K=\frac{4\pi^2J}{h\,\gamma_X\gamma_H}.
\label{K}
\end{equation}
$K$ is the response of the electrons to two unit moments, so it can be compared between elements.

The tabulated $\mu$ is the largest projection of the moment, $\mu=\hbar\gamma I$, hence $\gamma=\mu/(I\hbar)$. The division by $I$ matters for $^{73}$Ge, where $I=9/2$. In units of $10^7$ rad\,s$^{-1}$T$^{-1}$ the results are $6.7283$ (C), $-5.3190$ (Si), $-0.9360$ (Ge) and $-10.0317$ (Sn).

For methane,
\begin{equation}
K=\frac{4\pi^2\times125}{(6.626\times10^{-34})(6.7283\times10^{7})(26.7522\times10^{7})}
=41.4\times10^{19}\ \mathrm{T^2J^{-1}} .
\end{equation}
For the others it is enough to take ratios of (\ref{K}), in which $h$ and $\gamma_H$ cancel:
\begin{align}
\frac{K_{\rm Si}}{K_{\rm C}}&=\frac{-202}{125}\cdot\frac{6.7283}{-5.3190}=2.04,\\
\frac{K_{\rm Ge}}{K_{\rm C}}&=\frac{-98}{125}\cdot\frac{6.7283}{-0.9360}=5.64,\\
\frac{K_{\rm Sn}}{K_{\rm C}}&=\frac{-1930}{125}\cdot\frac{6.7283}{-10.0317}=10.36 .
\end{align}
The reduced couplings are therefore $41.4$, $84.6$, $233.2$ and $428.5$ in units of $10^{19}$ T$^2$J$^{-1}$.

All four are positive: the negative signs of $J$ come from negative $\gamma_X$. The small $|J|$ of GeH$_4$ comes from the small $|\gamma|$ of $^{73}$Ge. With the $\gamma$ of $^{13}$C, the same electronic coupling would give $125\times5.64=705$ Hz.

The role of the sign of $J$ can be seen from the energy levels. In a strong field $B$ along $z$ only the product $I_{Xz}I_{Hz}$ of the coupling acts to first order, and
\begin{equation}
E=-\hbar\gamma_HBm_H-\hbar\gamma_XBm_X+hJm_Hm_X .
\end{equation}
The proton transition from $m_H=\tfrac12$ to $-\tfrac12$ has the frequency $\gamma_HB/2\pi-Jm_X$, so lines with neighbouring $m_X$ are $|J|$ apart. The sign of $J$ decides only which line belongs to which $m_X$; the set of line positions is the same for $J$ and $-J$, so this simple spectrum alone does not reveal the sign. Diagonalizing the full two-spin Hamiltonian at 10 T with the values of $K$ found here, and labelling the levels by $m_X$, returned each $J$, sign included, within a relative tolerance of $10^{-4}$.

\subsection*{(b) Contact coupling of one bond}

A point moment $\mathbf m$ produces at its own position the field $(2\mu_0/3)\,\mathbf m\,\delta(\mathbf r)$, the limit of the interior field $2\mu_0\mathbf M/3$ of a uniformly magnetized sphere. The electron moment is $-g\mu_B\mathbf s$, with dimensionless spin $\mathbf s$. Its energy in this field is $+(2\mu_0/3)g\mu_B\,\mathbf s\cdot\mathbf m\,\delta(\mathbf r)$.

The ground state is a spin singlet. Without spin--orbit coupling its contact response is the same along all axes, so both nuclear moments may be put along $z$. The perturbation is
\begin{equation}
V=\sum_{N=X,H}a_N\sum_k\delta(\mathbf r_k-\mathbf R_N)s_{kz},\qquad
a_N=\tfrac{2\mu_0}{3}g\mu_B\hbar\gamma_NI_{Nz}.
\end{equation}

Let $t$ be a hybrid on X with $s$ weight $w$, so that $t(\mathbf R_X)^2=wD_X$, and let $u$ be the hydrogen $1s$ orbital with $u(\mathbf R_H)^2=D_H=1/\pi\,a_0^{-3}$. Their overlap and their tails at the other nucleus are neglected. The bonding and antibonding orbitals are
\begin{equation}
\phi=\cos\theta\,t+\sin\theta\,u,\qquad
\phi^*=-\sin\theta\,t+\cos\theta\,u ,
\end{equation}
where the star is a label. The products that enter the contact matrix elements are
\begin{align}
d_X&=\phi(\mathbf R_X)\phi^*(\mathbf R_X)=-\sin\theta\cos\theta\,wD_X,\\
d_H&=\phi(\mathbf R_H)\phi^*(\mathbf R_H)=+\sin\theta\cos\theta\,D_H .
\end{align}

Put $d=a_Xd_X+a_Hd_H$. $V$ excites the spin-up electron with amplitude $d/2$ and the spin-down electron with amplitude $-d/2$. The normalized difference of these two excited states is the triplet component with zero spin projection, and its matrix element is
\begin{equation}
\frac{1}{\sqrt2}\left(\frac d2+\frac d2\right)=\frac{d}{\sqrt2}.
\end{equation}
The normalized sum is the excited singlet, and its matrix element vanishes. With the orbital gap $\Delta$, second-order perturbation theory gives
\begin{equation}
E_2=-\frac{(a_Xd_X+a_Hd_H)^2}{2\Delta}.
\end{equation}
The part containing both nuclei is
\begin{equation}
-\frac{a_Xa_Hd_Xd_H}{\Delta}
=a_Xa_H\frac{w\sin^2\theta\cos^2\theta\,D_XD_H}{\Delta}.
\end{equation}
It must equal $K\hbar^2\gamma_X\gamma_HI_{Xz}I_{Hz}$. Cancelling the nuclear factors leaves
\begin{equation}
K=\left(\frac{2\mu_0g\mu_B}{3}\right)^2
\frac{w\sin^2\theta\cos^2\theta\,D_XD_H}{\Delta}.
\label{bond}
\end{equation}
$K$ is positive here because the antibonding orbital has a sign change between the nuclei, which makes $d_Xd_H$ negative. With several occupied and empty orbitals the corresponding products can have either sign, and a positive $K$ is then not guaranteed.

\paragraph{Polar bonds.} Let $-\beta$ with $\beta>0$ be the matrix element between $t$ and $u$, and $\delta$ the energy of $u$ above $t$. The two-level problem gives $\Delta=\sqrt{\delta^2+4\beta^2}$ and $\sin2\theta=2\beta/\Delta$, so $\sin\theta\cos\theta=\beta/\Delta$ and
\begin{equation}
\frac{w\sin^2\theta\cos^2\theta}{\Delta}
=\frac{w\beta^2}{(\delta^2+4\beta^2)^{3/2}} .
\end{equation}
This is $w/(8\beta)$ for a homopolar bond and falls as $w\beta^2/|\delta|^3$ for a very polar one. At fixed $\beta$, polarity of either sense lowers $K$. The bilinear energy was also obtained by finite differences from a model with separate $s$ and $p$ orbitals on X, for one homopolar and two polar bonds with $w=1/4$. It agreed with the formula within the tolerance of 0.2\%.

\paragraph{Delocalized orbitals.} XH$_4$ has four bonds, and its molecular orbitals extend over all of them. In a minimal valence basis the $s$ orbital of X mixes, by symmetry, with the single combination $(u_1+u_2+u_3+u_4)/2$. The orbitals with amplitude at X are thus one occupied and one empty orbital,
\begin{align}
\phi_a&=\cos\eta\,s+\sin\eta\,\tfrac12(u_1+u_2+u_3+u_4),\\
\phi_a^*&=-\sin\eta\,s+\cos\eta\,\tfrac12(u_1+u_2+u_3+u_4).
\end{align}
Now $d_X=-\sin\eta\cos\eta\,D_X$, with the full $s$ density, while $d_H=\tfrac14\sin\eta\cos\eta\,D_H$ at any one proton. The product has the form found before with $w=1/4$. Both pictures give $K\propto D_X$; in the second, $\Delta$ is the gap between the two totally symmetric orbitals. The single excitation is a property of the minimal basis. In a larger basis many empty totally symmetric orbitals contribute, and $\Delta$ stands for an average over them: with LDA orbitals in an uncontracted double-zeta basis the lowest one gives only about a tenth of the independent-electron sum for CH$_4$, and that sum is about half the measured $K$.

For $w=1/4$ and $\theta=45^\circ$ the numerical factor is $\tfrac49\cdot\tfrac14\cdot\tfrac14=\tfrac1{36}$:
\begin{equation}
K=\frac{\mu_0^2g^2\mu_B^2}{36}\,\frac{D_XD_H}{\Delta},\qquad
\frac{\mu_0^2g^2\mu_B^2}{36}=1.5126\times10^{-59}\ \mathrm{T^2m^6}.
\label{homo}
\end{equation}

\subsection*{(c) Contact strength of a Dirac orbital}

A Dirac $s$ orbital with two-component spinor $\chi$ is
\begin{equation}
\psi=\frac{1}{\sqrt{4\pi}\,r}\begin{pmatrix}P\,\chi\\-iQ\,(\boldsymbol\sigma\cdot\hat{\mathbf r})\chi\end{pmatrix},
\qquad \int_0^\infty(P^2+Q^2)\,dr=1 .
\end{equation}
For an electron of charge $-e$ the magnetic interaction is $ec\,\boldsymbol\alpha\cdot\mathbf A$, with the vector potential $\mathbf A=(\mu_0/4\pi)\,\mathbf m\times\hat{\mathbf r}/r^2$ of the nuclear moment. The matrix $\boldsymbol\alpha$ joins the upper and lower components. Because $\mathbf A\cdot\hat{\mathbf r}=0$,
\begin{equation}
(\boldsymbol\sigma\cdot\mathbf A)(\boldsymbol\sigma\cdot\hat{\mathbf r})
=i\boldsymbol\sigma\cdot(\mathbf A\times\hat{\mathbf r}).
\end{equation}
The factor $-i$ of the lower component turns this into a real term, and the Hermitian conjugate doubles it:
\begin{equation}
E=2ec\int\frac{PQ}{4\pi r^2}\,
\chi^\dagger\boldsymbol\sigma\cdot(\mathbf A\times\hat{\mathbf r})\chi\,d^3r .
\end{equation}
Next, $(\mathbf m\times\hat{\mathbf r})\times\hat{\mathbf r}=\hat{\mathbf r}(\mathbf m\cdot\hat{\mathbf r})-\mathbf m$, whose angular average is $\tfrac13\mathbf m-\mathbf m=-\tfrac23\mathbf m$. Therefore
\begin{equation}
E=-\frac{\mu_0ec}{3\pi}\,\langle\boldsymbol\sigma\rangle\cdot\mathbf m
\int_0^\infty\frac{PQ}{r^2}\,dr .
\end{equation}
The contact energy of part (b), with $g=2$ and $\mathbf s=\boldsymbol\sigma/2$, is $(2\mu_0/3)\mu_BD\,\langle\boldsymbol\sigma\rangle\cdot\mathbf m$. Equating the two gives $D=-(ec/2\pi\mu_B)\int PQ\,r^{-2}dr$. In atomic units $e=1$ and $\mu_B=1/2$, so
\begin{equation}
D=-\frac{c}{\pi}\int_0^\infty\frac{PQ}{r^2}\,dr .
\label{D}
\end{equation}

In the nonrelativistic limit the small component becomes $Q=(P'-P/r)/2c$. With $P=rR$ this is $Q=rR'/2c$, and
\begin{equation}
D\to-\frac1{2\pi}\int_0^\infty RR'\,dr=\frac{R(0)^2}{4\pi}=|\psi(0)|^2 ,
\end{equation}
because $RR'=(R^2)'/2$ and $R$ vanishes at infinity. This limit also confirms the factor $2\mu_0/3$ used in part (b).

Near the nucleus X both bond orbitals are proportional to the same $s$ function, so $D$ can replace the density in (\ref{bond}). This keeps the relativistic change of the $s$ orbital but leaves out spin--orbit coupling and relativistic changes of the bond itself. For a point nucleus of charge $Z$ with one $1s$ electron, $D$ exceeds $Z^3/\pi$ by the factor $1/[q(2q-1)]$, $q=\sqrt{1-Z^2\alpha^2}$, where $\alpha$ is the fine-structure constant. For $Z=50$ this is 1.246; the radial method used for the atomic table gives 1.241, lower by 0.4\%.

\subsection*{(d) Growth of $K$ and of the density}

If $w$, $\theta$ and $\Delta$ were the same in all four molecules, (\ref{bond}) would make $K$ strictly proportional to $D$. The quotient of the two growth factors measures the departure from this:

\begin{center}
\begin{tabular}{lrrrr}
X & $K/K_{\rm C}$ & $D^{\rm nr}/D^{\rm nr}_{\rm C}$ & $D/D_{\rm C}$ & quotient\\
Si & 2.04 & 1.52 & 1.55 & 1.32\\
Ge & 5.64 & 3.88 & 4.41 & 1.28\\
Sn & 10.36 & 5.07 & 7.11 & 1.46
\end{tabular}
\end{center}
The last column is $(K/K_{\rm C})/(D/D_{\rm C})$. Relative to carbon, $K$ has grown more than $D$ in every row, but the larger part of the growth is shared.

For tin the factors can be separated as
\begin{equation}
10.36\approx5.07\times\frac{7.11}{5.07}\times1.46=5.07\times1.40\times1.46 .
\end{equation}
The first factor is the nonrelativistic density, the second the relativistic change of the contact strength, the third the remainder. Their logarithms are 1.62, 0.34 and 0.38, or about 69\%, 15\% and 16\% of the total. Without relativity the remainder for tin would be $10.36/5.07=2.04$. Relativity is thus a substantial part of the comparison for tin, where it raises $D$ by 41\%; for carbon it raises $D$ by 0.4\%.

The steps between neighbours show where the excess arises. From C to Si, $K$ grows by 2.04 and $D$ by 1.55. From Si to Ge the factors are 2.76 and 2.85, so here $K$ does not outgrow $D$; the difference of about 3\% should not be interpreted, since the error of the model densities is not known. From Ge to Sn they are 1.84 and 1.61. The excess over carbon is therefore not built up evenly down the group.

The remainder can be stated as an energy by solving (\ref{homo}) for $\Delta$. For methane, with $a_0^6=2.196\times10^{-62}$ m$^6$,
\begin{align}
\Delta_{\rm eff}&=\frac{(1.5126\times10^{-59})(3.09)(0.3183)}
{(2.196\times10^{-62})(4.14\times10^{20})}\ \mathrm J\nonumber\\
&=1.64\times10^{-18}\ \mathrm J=10.2\ \mathrm{eV}.
\end{align}
The other values follow on division by the quotients in the table: about 7.7 eV for SiH$_4$, 8.0 eV for GeH$_4$ and 7.0 eV for SnH$_4$. These are the gaps the bond model needs to reproduce $K$ with atomic densities. They are not orbital gaps of the molecules: in a minimal basis (STO-3G, exchange-only LDA) the gaps between the two totally symmetric valence orbitals are about 29, 20, 20 and 16 eV from CH$_4$ to SnH$_4$, 2.3 to 2.8 times the fitted values, and they fall relative to CH$_4$ by factors of about 1.5, 1.5 and 1.8, more than the quotients require. Since $K\propto1/\Delta$, a gap two or three times larger would make the predicted coupling smaller by the same factor. A factor common to all four gaps cancels in the growth down the group, but a change in their ratios does not.

$\Delta_{\rm eff}$ is fitted to $K$ and is not a calculated excitation energy. It absorbs what (\ref{homo}) leaves out, including:
\begin{itemize}
\item the actual triplet excitation energies and electron correlation;
\item the overlap $S$ of $t$ and $u$, which changes the normalization of $\phi$ and $\phi^*$ to $[2(1\pm S)]^{-1/2}$ in a homopolar bond and so multiplies $K$ by $1/(1-S^2)$ at a given gap, and the tails of $t$ and $u$ at the other nucleus;
\item the $s$ character of the bond and its polarity, which at fixed $\beta$ lowers $K$ and so raises $\Delta_{\rm eff}$;
\item the change of the $s$ orbitals of X and H on forming the molecule;
\item orbital and spin-dipolar coupling, which do not act through the contact density;
\item the finite size of the nucleus, which for a uniform charge and magnetization lowers $D$ by about 2.4\% for Sn, 0.9\% for Ge and less than 0.1\% for C;
\item the error of the atomic densities, which exchange-only LDA does not itself reveal; adding LDA correlation, scaling the exchange potential by $3/2$ or taking the configuration $sp^3$ moves $D_{\rm Sn}/D_{\rm C}$ between 7.2 and 7.4.
\end{itemize}
A smaller gap in the heavier hydrides would explain quotients above one, but the present comparison cannot separate it from the other entries, and it remains a conjecture. What the numbers do support is narrower: in this model the valence $s$ contact strength accounts for a factor of about 7 of the tenfold growth of $K$ from CH$_4$ to SnH$_4$. The numerical output lists the calculated densities and the growth factors used here.

\section*{Calculated quantities}
\begin{verbatim}
gamma(1H) = 26.7522 10^7 rad/s/T
CH4: J = 125 Hz, moment = 0.70241 muN, I = 0.5, gamma = 6.7283 10^7 rad/s/T
SiH4: J = -202 Hz, moment = -0.55529 muN, I = 0.5, gamma = -5.3190 10^7 rad/s/T
GeH4: J = -98 Hz, moment = -0.87947 muN, I = 4.5, gamma = -0.9360 10^7 rad/s/T
SnH4: J = -1930 Hz, moment = -1.04728 muN, I = 0.5, gamma = -10.0317 10^7 rad/s/T
CH4: K = 41.4 10^19 T^2/J, K/K(CH4) = 1.00, |J/J(CH4)| = 1.00
SiH4: K = 84.6 10^19 T^2/J, K/K(CH4) = 2.04, |J/J(CH4)| = 1.62
GeH4: K = 233.2 10^19 T^2/J, K/K(CH4) = 5.64, |J/J(CH4)| = 0.78
SnH4: K = 428.5 10^19 T^2/J, K/K(CH4) = 10.36, |J/J(CH4)| = 15.44
C atom: D nonrel = 3.08 a0^-3, D rel = 3.09 a0^-3, rel/nonrel = 1.004
Si atom: D nonrel = 4.68 a0^-3, D rel = 4.79 a0^-3, rel/nonrel = 1.022
Ge atom: D nonrel = 11.95 a0^-3, D rel = 13.64 a0^-3, rel/nonrel = 1.141
Sn atom: D nonrel = 15.61 a0^-3, D rel = 22.00 a0^-3, rel/nonrel = 1.409
C: D/D(C) nonrel = 1.00, rel = 1.00, residual K growth / D rel growth = 1.00
Si: D/D(C) nonrel = 1.52, rel = 1.55, residual K growth / D rel growth = 1.32
Ge: D/D(C) nonrel = 3.88, rel = 4.41, residual K growth / D rel growth = 1.28
Sn: D/D(C) nonrel = 5.07, rel = 7.11, residual K growth / D rel growth = 1.46
C to Si: K factor = 2.04, D rel factor = 1.55, D nonrel factor = 1.52
Si to Ge: K factor = 2.76, D rel factor = 2.85, D nonrel factor = 2.55
Ge to Sn: K factor = 1.84, D rel factor = 1.61, D nonrel factor = 1.31
hydrogen 1s density = 0.3183 a0^-3
prefactor mu0^2 g^2 muB^2/36 = 1.5126e-59 T^2 J^0 m^6
CH4: effective gap of bond model = 10.23 eV
SiH4: effective gap of bond model = 7.74 eV
GeH4: effective gap of bond model = 8.00 eV
SnH4: effective gap of bond model = 7.03 eV
Mg 3s density: radial code 1.5809, pyscf 1.5809 a0^-3
hydrogenlike Z=50 1s relativistic factor = 1.241
largest virial error = 1.5e-07 (no unit)
\end{verbatim}
